# Linear-parabolic oxide growth from a slow-diffusion layer near the interface, part 2

In dry oxidation, oxygen diffuses through the oxide and reacts at the silicon. This problem asks what growth law follows if the reaction offers no resistance but oxide near the interface transmits oxidant less readily.

The film has thickness \(X(t)\), and \(z\) is the distance from the interface into the oxide. The oxidant concentration \(c\) is \(C^*\) at \(z=X\) and zero at \(z=0\). Forming a unit volume of oxide consumes \(N\) molecules, and \(\varepsilon=C^*/N\). The diffusivity \(D(z)\) tends to \(D_b\) far from the interface, and

\[
\rho(z)=\frac{D_b}{D(z)},\qquad P(X)=\int_0^X\rho(z)\,dz .
\]

With storage and transport of oxidant by the moving oxide neglected (the quasi-steady limit), part (b) gave the inward flux \(F\), the profile and the rate:

\[
F=\frac{D_bC^*}{P(X)},\qquad c(z)=C^*\frac{P(z)}{P(X)},\qquad
\dot X=\frac{F}{N}=\frac{D_bC^*}{N\,P(X)} .
\]

A numerical solution retaining both effects, for a smooth profile with \(D(0)=D_b/10\), gave the excess growth times that end the table below; their third digits are not converged.

With \(B=2D_bC^*/N\), part (c) gave

\[
Bt=2\int_0^X(X-z)\,\rho(z)\,dz .
\]

Part (d) gave, for thick films and finite \(A\) and \(M\),

\[
X^2+AX=B(t+\tau),\qquad \tau=\frac{M}{B},
\]
\[
A=2\int_0^\infty(\rho-1)\,dz,\qquad M=2\int_0^\infty z(\rho-1)\,dz ,
\]
\[
\frac{dX}{dt}=\frac{B}{2X+A}.
\]

Part (e) took a uniform slow layer ("step" in the table), with \(D=D_i=D_b/r\) for \(z<L\) and \(D=D_b\) beyond. Then \(A=2(r-1)L\) and \(M=(r-1)L^2\). The law of part (d) holds for \(X\ge L\), and \(Bt=rX^2\) below \(L\). For \(r\gg1\) a linear stage occupies \(L<X\ll(r-1)L\), with rate constant

\[
\frac BA=\frac{D_bC^*}{N(r-1)L}=\frac{r}{r-1}\,\frac{D_iC^*}{NL}.
\]

The example of part (f) has \(D_b=5\times10^5\) nm²/s, \(r=50\), \(L=1\) nm, \(C^*=5\times10^{16}\) cm⁻³ and \(N=2\times10^{22}\) cm⁻³. Hence \(\varepsilon=2.5\times10^{-6}\), \(B=2.5\) nm²/s, \(A=98\) nm, \(M=49\) nm² and \(\tau=19.6\) s. Below, \(k_B\) is Boltzmann's constant.

### (g) The thickness extrapolated to zero time

**Continue the law for thick films back to \(t=0\). What thickness does it give, and what does that thickness say about the excess resistance?**

**Solution.** At \(t=0\) the continued law reads \(X_i^2+AX_i=M\). Its positive root is

\[
X_i=-\frac A2+\sqrt{\frac{A^2}{4}+M}.
\]

The same equation can be written \(X_i=M/(A+X_i)\), which shows that \(X_i<M/A\), and that \(X_i\) approaches \(M/A\) when \(X_i\ll A\). From the definitions,

\[
\frac MA=\frac{\int_0^\infty z(\rho-1)\,dz}{\int_0^\infty(\rho-1)\,dz}.
\]

This is the centroid of the excess resistance, that is, its mean distance from the interface. For the uniform layer it is \(L/2\). In the example

\[
X_i=-49+\sqrt{49^2+49}=0.4975\ \text{nm},
\]

just below 0.5 nm.

A smooth profile can have the same \(A\) and a different offset. Let \(\rho-1=(r-1)e^{-z/\ell}\). Since \(\int_0^\infty e^{-z/\ell}dz=\ell\) and \(\int_0^\infty ze^{-z/\ell}dz=\ell^2\),

\[
A=2(r-1)\ell,\qquad M=2(r-1)\ell^2,\qquad \frac MA=\ell .
\]

With \(\ell=1\) nm and \(r=50\), \(A\) is again 98 nm, but \(M=98\) nm² and \(X_i=0.990\) nm. Thick films of the two kinds have the same \(A\) and \(B\) and differ in their time shift.

Within this model the fast initial growth is thus limited to thicknesses comparable with the reach of the excess. An offset of many nanometres would need an excess spread over a similar distance, or another process. Standard fits to dry oxidation of silicon extrapolate to an offset of roughly 20 nm, so a layer about 1 nm wide does not account for the fast initial growth observed there.

The offset carries this information if growth starts from a bare surface. Suppose instead that the clock starts with an oxide of thickness \(X_0\ge L\) already present. Integrating \((2X+A)\,dX=B\,dt\) from \(X_0\) gives

\[
X^2+AX=X_0^2+AX_0+Bt,
\]

and the continued law returns \(X_0\) at \(t=0\), whatever the distribution of resistance inside the layer.

### (h) Comparison with a slow reaction

**Replace the slow layer by a uniform diffusivity \(D_b\) and a reaction of finite rate constant \(k\). Can the growth rate tell the two cases apart? Does it reveal on which side of the film a slow layer lies?**

**Solution.** Let \(c_0\) be the concentration at the interface and let the reaction consume a flux \(kc_0\). In the quasi-steady limit the same flux crosses the film:

\[
F=kc_0=\frac{D_b(C^*-c_0)}{X}.
\]

The two equalities give \(c_0=F/k\) and \(C^*-c_0=FX/D_b\). Adding them eliminates \(c_0\):

\[
F=\frac{C^*}{X/D_b+1/k},\qquad \frac{dX}{dt}=\frac FN=\frac{B}{2X+2D_b/k}.
\]

This is the Deal–Grove form without gas-side resistance. Its rate equals that of the film with a slow layer, at every \(X\ge L\), if

\[
k=k_{\rm eff}=\frac{2D_b}{A}=\frac{D_b}{(r-1)L}.
\]

In the example \(k_{\rm eff}=5\times10^5/49=1.02\times10^4\) nm/s. Rates measured above \(L\) therefore cannot distinguish the two mechanisms at one temperature and pressure. A change of pressure does not help if \(C^*\) is proportional to pressure and \(D_b\), \(r\), \(L\) and \(k\) are not affected by it. In both cases \(B\) is then proportional to pressure and \(A\) is constant.

Below \(L\) the cases differ. At 0.2 nm the film with the slow layer grows at 0.125 nm/s and the reaction-limited film at 0.0254 nm/s, a ratio of about 4.9. Once both are thicker than \(L\), the reaction-limited film reaches any given thickness later by \(\tau=19.6\) s, if both started bare.

At equal thickness the two films hold the same concentration at every \(z\ge L\), namely \(C^*(z+A/2)/(X+A/2)\). In the film with the layer this follows from \(P(z)=z+A/2\), and in the other from \(c=F(1/k_{\rm eff}+z/D_b)\). With the layer, the concentration at its outer edge is

\[
\frac{c(L)}{C^*}=\frac{P(L)}{P(X)}=\frac{rL}{X+(r-1)L}.
\]

At \(X=10\) nm this is \(50/59=0.85\). At its interface, \(z=0\), the reaction-limited film has

\[
\frac{c_0}{C^*}=\frac{1/k_{\rm eff}}{X/D_b+1/k_{\rm eff}}=\frac{A/2}{X+A/2},
\]

which is \(49/59=0.83\) at the same thickness.

Now attach the slow layer to the outer surface, so that the resistance at \(z\) is \(\rho(X-z)\). With \(u=X-z\),

\[
\int_0^X\rho(X-z)\,dz=\int_0^X\rho(u)\,du=P(X).
\]

The total resistance, and with it the quasi-steady rate, is unchanged at every thickness. Neither \(A\) nor the offset reveals on which side the layer lies. The centroid in part (g) is a depth measured from whichever surface carries the layer.

The stored oxidant does differ. With the layer outside, the fast oxide extends from the interface to \(z=X-L\), and the concentration there is \(C^*(X-L)/[X+(r-1)L]\). At 10 nm this is \(9/59=0.15\) of \(C^*\), and the concentration falls from that value to zero at the interface. In principle the dissolved oxidant therefore shows on which side the layer lies, which the growth rate does not. The amount is very small, however. A 10 nm film holds about \(4\times10^{10}\) dissolved molecules per cm², against \(2\times10^{16}\) bound in the oxide. The film with the interface layer and the reaction-limited film differ in this amount by about 5% only.

### (i) How fast must the reaction be?

**Keep the slow layer and let the reaction have a finite rate constant \(k\). When may the reaction be treated as infinitely fast?**

**Solution.** The reaction adds a resistance \(1/k\) in series with the film:

\[
\frac{dX}{dt}=\frac{\varepsilon}{1/k+P(X)/D_b}.
\]

For \(X\ge L\), \(P(X)=X+A/2\). Multiplying numerator and denominator by \(2D_b\) gives

\[
\frac{dX}{dt}=\frac{B}{2X+A+2D_b/k}.
\]

The measured coefficient is therefore \(A+2D_b/k\), the sum of a diffusion part and a reaction part. The film's own resistance is at least \(L/D_i\) once \(X\ge L\), so the reaction may be ignored there if

\[
k\gg\frac{D_i}{L}.
\]

In the example \(D_i/L=10^4\) nm/s. With \(k=10^5\) nm/s, ten times larger, the added length is \(2(5\times10^5)/10^5=10\) nm. The coefficient rises from 98 to 108 nm, which is still a change of about 10%.

For \(X<L\), \(P(X)/D_b=X/D_i\), and the condition becomes \(k\gg D_i/X\). It fails for any finite \(k\) as \(X\to0\). The infinite initial rate of the parabolic stage is then replaced by the finite value \(k\varepsilon=10^5\times2.5\times10^{-6}=0.25\) nm/s. The two resistances are equal at \(X=D_i/k=0.1\) nm, where a continuum description is in any case doubtful.

### (j) What the activation energies show

**Let \(D_b\propto e^{-E_B/k_BT}\) and \(D_i=D_be^{-\Delta E/k_BT}\), with \(L\), \(C^*\) and \(N\) independent of temperature. Find the activation energy of \(B/A\). Does a larger value than that of \(B\) show that the reaction controls the linear stage?**

**Solution.** Put \(\beta=1/k_BT\), so that \(r=e^{\beta\Delta E}\). The activation energy of a quantity is minus the derivative of its logarithm with respect to \(\beta\). For \(B\), which is proportional to \(D_b\), it is \(E_B\). From part (e),

\[
\ln\frac BA=\ln\frac{C^*}{NL}+\ln D_b-\ln(r-1).
\]

Since \(dr/d\beta=\Delta E\,r\),

\[
E_{B/A}=-\frac{d}{d\beta}\ln\frac BA=E_B+\frac{1}{r-1}\frac{dr}{d\beta}
=E_B+\Delta E\,\frac{r}{r-1}.
\]

The sign of the added term is positive because cooling raises \(r\), which makes the slow layer a relatively greater obstacle. For \(r\gg1\) the result tends to \(E_B+\Delta E\), the activation energy of diffusion inside the layer.

In the example take \(T=1300\) K and \(E_B=1.20\) eV. The ratio \(r=50\) corresponds to \(\Delta E=k_BT\ln50=0.438\) eV. Then

\[
E_{B/A}=1.20+0.438\times\frac{50}{49}=1.65\ \text{eV}.
\]

The linear constant has the larger activation energy although no reaction step limits the growth. A larger activation energy for \(B/A\) is thus compatible with reaction control but does not prove it.

The model does tie three quantities together. Solving \(A=2(r-1)L\) for the width gives

\[
L=\frac{A}{2\,(e^{\Delta E/k_BT}-1)}.
\]

At fixed \(A\), the required width falls steeply as \(\Delta E\) increases. If a measured difference of activation energies leads to a width well below the size of a molecule, at least one assumption has to be given up: equal prefactors in \(D_b\) and \(D_i\), a width independent of temperature, a reaction without resistance, or the layer picture itself. This case arises for real dry oxidation. Standard fits give activation energies near 1.2 and 2.0 eV and \(A\) of roughly 100 to 200 nm at 1300 K, so the formula returns \(L\) of about 0.1 nm or less. The example above uses a smaller \(\Delta E\) than these data imply, and the uniform layer with equal prefactors does not reproduce them. A reaction of finite rate adds its own part to \(A\), as in part (i), and that part has its own activation energy.

### (k) When the law fails

**Examine three changes: a slow layer whose width is a fixed fraction \(\alpha\) of \(X\), an excess that falls as \(1/z\), and one that falls as \(1/z^2\).**

**Solution.** In the first case the film consists of a slow part \(\alpha X\) and a fast part \((1-\alpha)X\). Its equivalent thickness is

\[
r\alpha X+(1-\alpha)X=X[1+\alpha(r-1)].
\]

All of the resistance is proportional to \(X\), and the growth is parabolic with constant \(B/[1+\alpha(r-1)]\). For \(\alpha=0.1\) and \(r=50\) this is \(2.5/5.9=0.42\) nm²/s. If the oxide never recovers its higher diffusivity, \(\alpha=1\) and the constant is \(B/r\). A low diffusivity near the interface is therefore not sufficient for a linear stage. The excess resistance must stop growing while the film continues to thicken.

For the second case take \(\rho-1=a/(1+z/L)\), with \(a\) a number and \(L\) now the offset length of the tail. A local coefficient can be defined from the rate at each thickness:

\[
A_{\rm loc}(X)=\frac{B}{dX/dt}-2X=2\int_0^X(\rho-1)\,dz=2aL\ln\!\left(1+\frac XL\right).
\]

It grows without limit. With \(a=50\) and \(L=1\) nm it is 461.5 nm at \(X=100\) nm and 690.9 nm at \(X=1000\) nm. If \(B\) is known, a fit over a narrow range of thickness returns a value of \(A\) that depends on the range. If \(B\) is fitted too, it also depends on the range and comes out too small, because the reciprocal rate \(2P(X)/B\) has the local slope \(2\rho(X)/B\) and not \(2/B\).

For the third case take \(\rho-1=a/(1+z/L)^2\). Its integral up to \(X\) is \(aLX/(X+L)\), which tends to \(aL\), so \(A=2aL\) is finite. With \(u=1+z/L\), the integral that enters \(M\) is

\[
\int_0^Xz(\rho-1)\,dz=aL^2\int_1^{1+X/L}\frac{u-1}{u^2}\,du
=aL^2\left[\ln\!\left(1+\frac XL\right)-\frac{X}{X+L}\right],
\]

which has no limit. Inserting both integrals in the time law of part (c) gives

\[
Bt=X^2+\frac{2aLX^2}{X+L}-2aL^2\ln\!\left(1+\frac XL\right)+\frac{2aL^2X}{X+L}.
\]

The second and fourth terms combine to \(2aLX(X+L)/(X+L)=AX\), so

\[
Bt=X^2+AX-2aL^2\ln\!\left(1+\frac XL\right).
\]

The rate still tends to \(B/(2X+A)\), but no constant time shift exists. The two moments thus have separate roles: a finite \(A\) secures the form of the rate for thick films, and a finite \(M\) secures the fixed shift in time. The calculated values behind the example are collected in the numerical output.

## Table of computed values

```
D_b = 5e+05 nm^2/s, r = 50, L = 1.0 nm
D_i = 1e+04 nm^2/s
C_star = 5e+16 cm^-3, N = 2e+22 cm^-3
C_star/N = 2.50e-06
B = 2.5000 nm^2/s = 0.00900 um^2/h
A = 98.000 nm, A/2 = 49.000 nm
B/A = 0.02551 nm/s = 0.09184 um/h
A from line through numerical rates = 98.00000 nm
B from line through numerical rates = 2.500000 nm^2/s
M = 49.000 nm^2, tau = 19.600 s
time to reach X = L: 20.000 s
extrapolated thickness at t=0, step: 0.4975 nm
M/A, step: 0.5000 nm
exponential excess, decay length 1.0 nm, same A:
  M = 98.000 nm^2 (numerical 98.012)
  extrapolated thickness = 0.9900 nm
k_eff of reaction-limited twin = 10204.1 nm/s
X (nm) | time (s) | layer rate | twin rate (nm/s)
   0.2 |      0.800 | 0.12500 | 0.02541
   0.5 |      5.000 | 0.05000 | 0.02525
   1.0 |     20.000 | 0.02500 | 0.02500
   2.0 |     60.400 | 0.02451 | 0.02451
   5.0 |    186.400 | 0.02315 | 0.02315
  10.0 |    412.400 | 0.02119 | 0.02119
  49.0 |   2861.600 | 0.01276 | 0.01276
 200.0 |  23820.400 | 0.00502 | 0.00502
 500.0 | 119580.400 | 0.00228 | 0.00228
At X = 10 nm, concentrations over C_star:
  outer edge of interface layer: 0.8475
  at the interface of the twin: 0.8305
  inner edge of layer put at outer surface: 0.1525
D_i/L = 1e+04 nm/s; finite k = 1e+05 nm/s
  A with finite k = 108.000 nm
  rate as X -> 0 with finite k = 0.2500 nm/s
T = 1300 K, E_B = 1.20 eV, Delta E = 0.4382 eV
activation energy of B/A, formula: 1.6472 eV
activation energy of B/A, numerical: 1.6472 eV
layer width 0.1 X: parabolic constant 0.4237 nm^2/s
1/z tail, strength 50, offset 1.0 nm:
  local A at 100 nm = 461.5 nm
  local A at 1000 nm = 690.9 nm
moving boundary: r = 10, X from 0.5 to 15.0 lengths
  excess time at C_star/N = 0.04: 1.657 %
  excess time at C_star/N = 0.02: 0.828 %
```
